Kramers' Bound-Free Cross Section and the Gaunt Factor at the Lyman Edge

**1. Definitions and conventions**

One electron moves in the field of a fixed point charge Z. The motion is non-relativistic and radiation is treated in the electric dipole approximation. Other electrons, nuclear motion and relativity are left out.

Atomic units are used in the derivation: ħ = m = 1, the squared electron charge in Gaussian form is 1, and c = 1/α, where α is the fine-structure constant. Lengths are in units of the Bohr radius a₀ and energies in units of the hartree E_h. The photon energy is then equal to its angular frequency ω. An electron leaving level n with speed v obeys

ω = v²/2 + Z²/(2n²).

The photoionization cross section σ_n is averaged over the n² orbital states of the level, its two spin states, and the photon's direction and polarization. The Gaunt factor is g = σ_n/σ_K, where σ_K is the semiclassical cross section below.

**2. Theorem**

(a) Assume that capture into level n takes the classical radiation of a near-parabolic orbit in a frequency band equal to the local level spacing (assumption C). Then, for ω ≥ Z²/(2n²),

σ_K = 8πZ⁴ / (3√3 c n⁵ω³).  (1)

(b) At the ionization edge, in ordinary units,

σ_K = [64π/(3√3)] αa₀² n/Z² = 7.9 n/Z² Mb.  (2)

(c) For n = 1 the quantum cross section at the edge is 512π²αa₀²/(3e⁴Z²), where e is here the base of natural logarithms. Hence

g = 8π√3/e⁴ = 0.80 for every Z.  (3)

Part (a) rests on a semiclassical assumption; part (c) follows from quantum mechanics within the stated model.

**3. Lemma 1: radiation from a parabolic orbit**

Larmor's formula gives the radiated power 2|a|²/(3c³), where a(t) is the acceleration. Define a_ω = ∫a(t)e^{iωt}dt over all times. Parseval's theorem gives ∫|a|²dt = (1/2π)∫|a_ω|²dω over both signs of ω. The two signs contribute equally, so the energy radiated per unit positive frequency is

dW/dω = 2|a_ω|²/(3πc³).  (4)

A zero-energy orbit of angular momentum L is the parabola r = p/(1+cos φ), with p = L²/Z. Put τ = tan(φ/2). Then 1+cos φ = 2/(1+τ²), and

r = (p/2)(1+τ²), x = (p/2)(1−τ²), y = pτ.

Since dt = r²dφ/L and dφ = 2dτ/(1+τ²),

dt = (p²/2L)(1+τ²)dτ, t = (L³/2Z²)(τ+τ³/3).

With s = ωL³/(2Z²), the phase is ωt = s(τ+τ³/3). The transforms of the velocity components are

v_x,ω = −(L²/Z) ∫τ e^{is(τ+τ³/3)}dτ,
v_y,ω = (L²/Z) ∫e^{is(τ+τ³/3)}dτ.

Substitute τ = s^{−1/3}q and X = s^{2/3}; the phase becomes q³/3+Xq. The Airy function is

Ai(X) = (1/2π)∫e^{i(q³/3+Xq)}dq,

and differentiating it brings down a factor iq. The two integrals are therefore

∫e^{is(τ+τ³/3)}dτ = 2πs^{−1/3}Ai(X),
∫τe^{is(τ+τ³/3)}dτ = −2πi s^{−2/3}Ai′(X).

The velocity vanishes at both ends of the parabola, so integration by parts gives a_ω = −iωv_ω. Adding the squared components, with s^{−2/3} = 1/X and s^{−4/3} = 1/X²,

|a_ω|² = ω²(4π²L⁴/Z²)[Ai²(X)/X + Ai′²(X)/X²].  (5)

**4. Lemma 2: the flat classical spectrum**

For a beam of speed v and impact parameter b, define the effective radiation χ = ∫(dW/dω)2πb db. It is an energy per unit frequency, multiplied by an area. If the contributing orbits are nearly parabolic,

χ = 16πZ²/(3√3 c³v²).  (6)

Proof. Since L = bv, we have 2πb db = 2πL dL/v². Equations (4) and (5) give

χ = [16π²ω²/(3c³v²Z²)] ∫L⁵[Ai²/X+Ai′²/X²]dL.

From the definition of s, L⁶ = 4Z⁴s²/ω² = 4Z⁴X³/ω². Differentiation gives 6L⁵dL = 12Z⁴X²dX/ω², or L⁵dL = 2Z⁴X²dX/ω². The frequency cancels:

χ = [32π²Z²/(3c³v²)] ∫₀^∞[X Ai²(X)+Ai′²(X)]dX.

The Airy equation Ai″ = X Ai turns the integrand into (Ai Ai′)′. The product vanishes at infinity, so the integral is −Ai(0)Ai′(0). To evaluate it, set u = q³/3 in the Airy integrals at X = 0:

Ai(0) = (3^{−2/3}/π)∫₀^∞u^{−2/3}cos u du = (3^{−2/3}/π)Γ(1/3)cos(π/6),
Ai′(0) = −(3^{−1/3}/π)∫₀^∞u^{−1/3}sin u du = −(3^{−1/3}/π)Γ(2/3)sin(π/3).

The two trigonometric factors multiply to 3/4, and Γ(1/3)Γ(2/3) = π/sin(π/3) = 2π/√3. Thus

−Ai(0)Ai′(0) = (1/3π²)(3/4)(2π/√3) = 1/(2π√3),

which proves (6). ∎

**Remark on the parabolic limit.** The integral is dominated by X of order one, so the relevant angular momentum is of order

L_ω = (2Z²/ω)^{1/3}.  (7)

The eccentricity ε of an orbit with energy v²/2 satisfies ε²−1 = L²v²/Z². For L = L_ω this equals 2^{2/3}[v³/(ωZ)]^{2/3}. The orbits are therefore nearly parabolic when ωZ/v³ ≫ 1. Integration over complete hyperbolic orbits gives 1.046, 1.010 and 1.002 times (6) at ωZ/v³ = 10, 100 and 1000.

**5. Lemma 3: detailed balance**

Let σ_rec be the cross section for radiative capture into all states of level n, averaged over the incoming spin. Then

σ_n = [v²c²/(2n²ω²)] σ_rec.  (8)

Proof. Enclose the system in a large volume V. The golden-rule rate from state i to state f contains |M_fi|², and |M_fi| = |M_if| because the interaction is Hermitian. At equal total energy, the rates summed over all states "bound atom plus photon" must therefore equal the reverse rates summed over all states "ion plus free electron".

There are 2n² bound states. The photon states, with two polarizations, number per unit energy

2V(4πk²)/(2π)³ · dk/dω = Vω²/(π²c³), with k = ω/c.

The electron states, with two spins, number per unit energy

2V(4πv²)/(2π)³ · dv/dE = Vv/π², with dE = v dv.

One photon in V ionizes at rate cσ_n/V, and one electron is captured at rate vσ_rec/V. Equality of the summed rates reads

2n² · [Vω²/(π²c³)] · cσ_n/V = [Vv/π²] · vσ_rec/V.

Solving for σ_n gives (8). ∎

**6. Proof of parts (a) and (b)**

The classical spectrum (6) is continuous, whereas capture produces one photon energy for each n. Assign to level n the band between the energies belonging to n−½ and n+½. Its width is

(Z²/2)[1/(n−½)² − 1/(n+½)²] = Z²n/(n²−¼)² ≈ Z²/n³

for large n. Assumption C uses this leading width for every n. At n = 1 the full expression is 16/9 times larger, so the value of σ_K there depends strongly on this choice; at n = 10 the difference is only 0.5%. The energy emitted in the band, multiplied by area, is χZ²/n³. Each capture emits energy ω, so

ωσ_rec = χZ²/n³,
σ_rec = 16πZ⁴/(3√3 c³v²n³ω).  (9)

Inserting (9) into (8), the factors v² cancel, c²/c³ leaves 1/c, and 16/2 leaves 8. This is (1). The factor n⁻⁵ combines n⁻³ from the level spacing with n⁻² from the number of bound states. The factor ω⁻³ combines one power from converting energy into photon number with two from the photon states.

At the edge ω³ = Z⁶/(8n⁶). Therefore

σ_K = [8πZ⁴/(3√3 c n⁵)](8n⁶/Z⁶) = 64πn/(3√3 cZ²).

Restoring the unit of area a₀² and writing 1/c = α gives (2). Because v has cancelled, the cross section is finite at the edge even though the outgoing speed is zero there. ∎

In terms of ordinary frequency ν, the photon energy in hartrees is hν/E_h. Thus

σ_K = K Z⁴/(n⁵ν³), K = [8παa₀²/(3√3)](E_h/h)³ = 2.815 × 10²⁵ m² Hz³.

**Remark on the semiclassical assumption.** An emitted quantum should be a small disturbance where the radiation is produced. At the pericentre r = L²/(2Z), the kinetic energy of the parabolic orbit is Z/r = 2Z²/L². For L = L_ω, equation (7) gives ω = 2Z²/L_ω³, so

ω/(kinetic energy at pericentre) = 1/L_ω.

The classical picture is thus reasonable for L_ω ≫ 1. At the edge L_ω = (4n²)^{1/3}: this is 1.59 for n = 1 and 7.37 for n = 10. Large n is favourable, but the improvement is slow. Above the edge the classical argument also needs ω ≪ 2Z², hence v ≪ Z. This is a condition on the derivation and not a sharp limit on the accuracy of (1): for 1s, g is 0.94 at v = Z, 0.996 at v = 1.8Z and 0.94 at v = 3Z. Return to the condition v ≪ Z. The same condition secures the parabolic limit, since ωZ/v³ ≥ Z/(2v).

**Two limits of capture.** For v ≪ Z/n, ω tends to Z²/(2n²), and (9) becomes

σ_rec ≈ 32πZ²/(3√3 c³v²n).

For Z/n ≪ v ≪ Z, ω tends to v²/2, and

σ_rec ≈ 32πZ⁴/(3√3 c³v⁴n³).

Slow electrons are thus spread over many levels with weight 1/n, until Z/n falls to about v; beyond that the weight drops as 1/n³.

**7. Lemma 4: the quantum cross section**

Let R_{l,l′} be the integral of r times the reduced bound radial function of orbital number l and the reduced free function of orbital number l′, the latter normalized per unit energy. Then

σ_n = [4π²ω/(3cn²)] Σ_{l=0}^{n−1}[l R²_{l,l−1}+(l+1)R²_{l,l+1}].  (10)

Proof. A field F₀cos ωt along the unit vector u has mean intensity I = cF₀²/(8π). Its absorbing part couples through (F₀/2)u·r, so the golden rule gives the rate 2π(F₀²/4)|⟨E|u·r|b⟩|², summed over final states. The cross section is the absorbed power over the intensity:

σ = ω · rate/I = (4π²ω/c)|⟨E|u·r|b⟩|².

Averaging over directions of u replaces the square by one third of the sum over the three components of r. For the angular part with l′ = l+1, rotational symmetry makes the three components contribute equally after summation over magnetic numbers. Using

|⟨l+1,m|cos θ|l,m⟩|² = [(l+1)²−m²]/[(2l+1)(2l+3)]

and Σm² = l(l+1)(2l+1)/3, the sum of the numerators is (2l+1)(l+1)(2l+3)/3. Three times the quotient is l+1. The transition l → l−1 has the same matrix elements as its reverse, so its weight is l. Division by the n² orbital states gives (10). ∎

**8. Proof of part (c)**

For n = 1, only the p wave contributes. At zero energy its reduced radial function obeys u″ = (2/r²−2Z/r)u. The regular solution is

u(r) = √(2r) J₃(z), z = √(8Zr).  (11)

To verify this, note that dz/dr = 4Z/z and that u is proportional to zJ₃. Two differentiations give

(zJ₃)″ = (16Z²/z)[d²J₃/dz² + (1/z)dJ₃/dz − J₃/z²],

where the primes on the left are r derivatives. Bessel's equation replaces the first two terms in the bracket by (9/z²−1)J₃. Hence u″ = (16Z²/z²)(8/z²−1)u = (2/r²−2Z/r)u, as required.

The prefactor in (11) is fixed by normalization. For E = k²/2 > 0, a radial wave of asymptotic amplitude A has overlap A²(π/2)δ(k−k′) = A²(π/2)k δ(E−E′). Normalization per unit energy therefore requires A² = 2/(πk). Where the local wave number κ = √(2E+2Z/r) varies slowly, the squared amplitude times κ is constant, so the amplitude is √(2/(πκ)). As E → 0 it becomes √(2/π)(r/2Z)^{1/4}. The large-z amplitude of J₃ is √(2/(πz)), so (11) has amplitude

√(2r)√(2/π)(8Zr)^{−1/4} = √(2/π)(r/2Z)^{1/4},

in agreement.

The bound function is 2Z^{3/2}r e^{−Zr}. With ρ = Zr, it equals Z^{1/2}·2ρe^{−ρ}; the free function is Z^{−1/2}√(2ρ)J₃(√(8ρ)); and r dr = ρdρ/Z². Thus R = R₁/Z², where R₁ is the integral for Z = 1. The Bessel series gives

√(2ρ)J₃(√(8ρ)) = Σ_{k=0}^∞ (−1)^k(2ρ)^{k+2}/[k!(k+3)!].

The series of absolute values grows at most like an exponential of √ρ, up to powers, and e^{−ρ} controls it. Integration term by term is therefore allowed:

R₁ = 2Σ(−1)^k2^{k+2}(k+4)!/[k!(k+3)!]
 = 8Σ(−2)^k(k+4)/k!
 = 8(4−2)e⁻² = 16e⁻² = 2.1654.

Here Σ(−2)^k/k! = e⁻² and Σk(−2)^k/k! = −2e⁻². Equation (10), with ω = Z²/2, yields

σ₁ = (4π²/3c)(Z²/2)(256e⁻⁴/Z⁴) = 512π²/(3e⁴cZ²).

Dividing by 64π/(3√3 cZ²) gives g = 8π√3/e⁴. Both cross sections scale as Z⁻², so g is independent of Z. ∎

**9. Numerical reading and limits of validity**

With αa₀² = 0.204347 Mb and 64π/(3√3) = 38.6944, the edge constant is

38.6944 × 0.204347 Mb = 7.907 Mb = 7.907 × 10⁻²² m².

For hydrogen this is the Kramers value at n = 1. The quantum value is 6.304 Mb, so g = 6.304/7.907 = 0.797. Kramers' value is thus about 25% too large relative to the quantum value. For the He⁺ ground state both values are divided by four, giving 1.977 and 1.576 Mb, with the same ratio. The digits quoted in this section are those of the fixed-nucleus model; in real hydrogen the motion of the proton changes the areas by about 0.1%.

At the hydrogen n = 2 edge, the Kramers and quantum values are 15.81 and 13.86 Mb, so g = 0.876. At n = 3 they are 23.72 and 21.53 Mb, so g = 0.908. The edge cross section grows with n although (1) contains n⁻⁵, because the edge frequency falls as n⁻² and enters as an inverse cube.

Quantum sums over all l give edge values g = 0.961 at n = 10 and 0.985 at n = 40. The product (1−g)n^{2/3} changes from 0.203 at n = 1 to 0.183 at n = 10 and 0.177 at n = 40. The deficit thus shrinks roughly as n^{−2/3}, the same power as 1/L_ω. Equal powers do not show that a finite L_ω alone causes the deficit: at n = 10, L_ω is smaller at twice the edge frequency than at the edge, yet g is closer to one there, as shown below. These sums test formula (1) as a whole, not assumption C separately, and support g → 1 at the edge for large n.

The frequency law can be examined at n = 10 in hydrogen. At 1.5, 2 and 4 times the edge frequency, σ_K is 23.43, 9.88 and 1.24 Mb, while g is 0.983, 0.997 and 1.024. The Kramers value σ_K falls by a factor of 19 over this range, but g changes by only about 4%. The Gaunt factor passes through one and continues to rise, to 1.05 at 10 times and 1.10 at 100 times the edge frequency, so Kramers' formula is not an upper bound in general. For n = 1, however, g stays below one, with a maximum of 0.996 near 4.3 times the edge frequency.

The formula fails for fast electrons. For hydrogen 1s and v = 10, ω = 50 + 0.5 = 50.5, so ωZ/v³ is about 0.05 and L_ω = 0.34. The quantum calculation gives g = 0.51 there. The departure from a parabola does not explain this: complete hyperbolic orbits would radiate about twice the value (6) at this ωZ/v³, a correction in the opposite direction. With L_ω below one, the classical picture itself does not apply. A separate limitation concerns atoms with several electrons: screening, exchange and correlation change the wave functions and can create resonances, and a single charge Z in (1) cannot describe these effects in general. Further values are in the numerical output.

Calculated quantities

```
fine-structure constant alpha = 0.0072974 (dimensionless)
Bohr radius squared = 28.0029 Mb
alpha a0^2 = 0.204347 Mb
64 pi/(3 sqrt 3) = 38.6944 (dimensionless)
Kramers coefficient of Z^4/(n^5 nu^3) = 2.8154e+25 m^2 Hz^3
Kramers edge constant = 7.9071 Mb
Kramers edge constant = 7.9071e-22 m^2
Airy integral, quadrature = 0.0918881 (dimensionless)
classical emission/Kramers, omega Z/v^3=10: 1.04625
classical emission/Kramers, omega Z/v^3=100: 1.01008
classical emission/Kramers, omega Z/v^3=1000: 1.00218
1s edge radial integral, Z=1 = 2.165365 a.u.
Lyman-edge Gaunt factor, closed form = 0.79730
H n=1 edge frequency = 3.28984e+15 Hz
H n=1 Kramers = 7.9071 Mb
H n=1 quantum = 6.3043 Mb
H n=2 edge frequency = 8.22460e+14 Hz
H n=2 Kramers = 15.8141 Mb
H n=2 quantum = 13.8561 Mb
H n=3 edge frequency = 3.65538e+14 Hz
H n=3 Kramers = 23.7212 Mb
H n=3 quantum = 21.5272 Mb
He+ n=1 edge frequency = 1.31594e+16 Hz
He+ n=1 Kramers = 1.9768 Mb
He+ n=1 quantum = 1.5761 Mb
edge n=1: g = 0.79730, (1-g)n^(2/3) = 0.2027
edge n=2: g = 0.87619, (1-g)n^(2/3) = 0.1965
edge n=3: g = 0.90751, (1-g)n^(2/3) = 0.1924
edge n=5: g = 0.93582, (1-g)n^(2/3) = 0.1877
edge n=10: g = 0.96064, (1-g)n^(2/3) = 0.1827
edge n=20: g = 0.97567, (1-g)n^(2/3) = 0.1792
edge n=40: g = 0.98487, (1-g)n^(2/3) = 0.1769
H n=10, nu/nu_edge=1.5: g = 0.98331, Kramers = 23.4284 Mb
H n=10, nu/nu_edge=2.0: g = 0.99698, Kramers = 9.8838 Mb
H n=10, nu/nu_edge=4.0: g = 1.02422, Kramers = 1.2355 Mb
H 1s, outgoing speed 10 a.u.: g = 0.5129
angular-momentum scale (4n^2)^(1/3), n=1: 1.587 hbar
angular-momentum scale (4n^2)^(1/3), n=10: 7.368 hbar
```
